Why a grating's planar specular reflectance hides the sign of lean

**1. Definitions and conventions**

A grating of resist lines runs along y and repeats along x with period L. The z axis points into the wafer. Air fills z < 0, the lines occupy 0 < z < h, and a uniform substrate lies below. The permittivity ε(x,z) may be complex, so absorption is allowed, and the profile within a period is arbitrary. Call the profile P and its mirror image, ε(−x,z), MP. For a line whose sidewalls are sheared sideways and which has no other asymmetry, P leans right and MP leans left by the same amount.

The algebra uses atomic units in their Gaussian form, in which the speed of light c is about 137. Fields vary as exp(−iωt), and k0 = ω/c. For non-magnetic media Maxwell's equations are

curl E = i k0 H,  curl H = −i k0 εE.  (1)

A plane wave arrives with tangential wavevector k, of length k0 sinθ. The planar mount has k along ±x, so the plane of incidence is perpendicular to the lines. Reversing k is the same as replacing θ by −θ. The grating scatters into orders with tangential wavevectors k_m = k + (2πm/L)x̂ and normal components k_zm = √(k0² − |k_m|²). The specular order is m = 0.

Define the unit vectors t = k/|k| and s = ẑ×t. Then t×s = ẑ, ẑ×s = −t and t×ẑ = −s. The incident amplitudes are a = (a_s, a_p), the specular amplitudes are b = (b_s, b_p), and b = r a defines the 2×2 matrix r(k). The element r_ps turns incident s light into reflected p light.

The tangential magnetic fields follow from H = (wavevector × E)/k0.

- Downgoing s wave: E = s, and the tangential part of (sinθ t + cosθ ẑ)×s is −cosθ t.
- Downgoing p wave: E = cosθ t − sinθ ẑ, which is perpendicular to the wavevector. Its magnetic field is (sinθ t + cosθ ẑ)×(cosθ t − sinθ ẑ) = (sin²θ + cos²θ)s = s.
- Upgoing waves keep the same tangential E, but the normal wavevector changes sign, and with it the tangential H.

At z = 0 the tangential fields of the zero order, without the common factor exp(ik·r), are therefore

E = (a_s + b_s)s + (a_p + b_p)cosθ t,
H = −(a_s − b_s)cosθ t + (a_p − b_p)s.  (2)

**2. First contribution: reciprocity**

Take two solutions of (1) for the same grating and frequency. Since div(A×B) = B·curl A − A·curl B,

div(E1×H2) = i k0 H1·H2 + i k0 E1·εE2,
div(E2×H1) = i k0 H1·H2 + i k0 E2·εE1.

Subtracting gives

div(E1×H2 − E2×H1) = i k0 (E1·εE2 − E2·εE1) = 0.  (3)

The right side vanishes if ε is a scalar or a symmetric tensor. No complex conjugate appears, so loss does no harm. This is a different statement from energy conservation.

Let field 1 arrive with k and field 2 with −k. Their Bloch phases cancel in every product, so the products are periodic in x and independent of y. Integrate (3) over one period, a unit length in y, and any range of z. Opposite side faces cancel, which leaves

Φ = ∫ dx ẑ·(E1×H2 − E2×H1), the same at every z.  (4)

In the uniform substrate both fields contain outgoing waves alone. The integral over x pairs order k_m of field 1 with order −k_m of field 2. Each pair varies as exp(2i q_m z), where q_m is the normal wavevector there. A sum of such terms can be independent of z only if it is zero, provided no q_m vanishes. Hence Φ = 0.

In air the same reasoning removes all outgoing–outgoing pairs. For m ≠ 0 there are no others, so the specular order must satisfy Φ = 0 by itself. (Angles at which an order just grazes the surface have k_zm = 0 and are reached by continuity.)

For field 2 both unit vectors change sign, t → −t and s → −s. With amplitudes a′ and b′, equation (2) gives

ẑ·(E1×H2) = −cosθ (a + b)·(a′ − b′),
ẑ·(E2×H1) = −cosθ (a′ + b′)·(a − b).

Expand the difference of the two products:

(a·a′ − a·b′ + b·a′ − b·b′) − (a·a′ − a′·b + b′·a − b·b′) = 2(b·a′ − a·b′).

So Φ = −2L cosθ (b·a′ − a·b′) = 0. Inserting b = r(k)a and b′ = r(−k)a′ for arbitrary a and a′ yields

r(−k) = r(k)ᵀ.  (5)

Reciprocity alone thus relates opposite incidence angles, with a transpose. It has not yet said anything about a mirrored line.

**3. Second contribution: the uniform direction**

Reflect y → −y. The grating is unchanged, and in the planar mount k is unchanged too. The s field lies along y and reverses, while the p field lies in the xz plane and does not. Therefore r_ps = −r_ps and r_sp = −r_sp, so both are zero. The matrix is diagonal, its transpose is itself, and (5) becomes

r_s(θ) = r_s(−θ),  r_p(θ) = r_p(−θ).  (6)

These are equalities of complex amplitudes. The ratio r_p/r_s measured by ellipsometry is even in θ as well.

**4. Third contribution: the half turn**

Rotate the whole experiment by 180 degrees about z. The grating P becomes MP, k becomes −k, and s and t turn into the unit vectors belonging to −k. Nothing physical has changed, so r(−k; MP) = r(k; P). Writing this for −k in place of k and then using (5),

r(k; MP) = r(−k; P) = r(k; P)ᵀ.  (7)

In the planar mount the transpose does nothing. Left-leaning and right-leaning lines have the same specular amplitudes at every angle and photon energy, so extra wavelengths and angles in this mount do not break the ambiguity. The position of the mirror axis is immaterial: a sideways shift multiplies order m by a phase proportional to m, which is zero for the specular order.

Both ingredients are needed. The half turn only says that changing the lean is equivalent to changing the side of incidence. Reciprocity, with no s–p mixing, says that changing the side has no effect.

Relations (5) and (7) were tested on four irregular absorbing profiles, each of five slabs with random edges, at azimuths 0 and 40 degrees. The largest deviation of any matrix element was 2×10⁻¹⁴. A separate real-space calculation for s light, on a map of 30×60 random absorbing pixels, gave specular amplitudes at +65 and −65 degrees that differed by 7×10⁻¹⁵.

**5. Where the cancellation happens**

For s polarization in the planar mount the electric field has one component, E, with ∇²E + k0²εE = 0. Change the permittivity by a small δε. To first order

∇²δE + k0²ε δE = −k0² δε E.

To find the change in order m, take an auxiliary solution F of the unperturbed problem, incident with unit amplitude and tangential wavevector −k_m. Multiply the equation for δE by F, subtract δE times the equation for F, and integrate over one period:

∫(F∇²δE − δE∇²F)dx dz = −k0² ∫δε E F dx dz.

The left side is a boundary integral. The side faces cancel, and outgoing–outgoing pairs vanish because both members have the same z derivative factor. What remains is the incident part of F, exp(−ik_m x + ik_zm z), with the part δr_m exp(ik_m x − ik_zm z) of δE. On the top face

F ∂δE/∂z − δE ∂F/∂z = −2i k_zm δr_m.

The outward normal there is −z, which changes the sign, so 2i k_zm L δr_m equals the right side, and

δr_m = [i k0²/(2 k_zm L)] ∫δε E F dx dz.  (8)

For the specular order F is the field for incidence −k. If the unperturbed line is upright and symmetric, F(x,z) = E(−x,z), and the weight is E(x,z)E(−x,z), which is even in x. A small lean adds material on one side and removes it on the other, so δε is odd. The integral vanishes. Whatever complex change the added material at one point makes to the amplitude, the removal of material at the mirror point makes the opposite change.

For order −1 the auxiliary field arrives at a different angle, and the weight has no such symmetry. Measure its unevenness by the largest |w(x) − w(−x)| divided by the largest |w|. For the upright line of the example this is 4×10⁻¹⁴ in the specular order and 1.13 in order −1. Formula (8) was also compared with directly re-solved perturbed pixel maps. The relative errors were 8×10⁻⁴ for order 0 and 3×10⁻⁴ for order −1.

**6. What remains visible: the size of the lean**

For a line with lean δ and no other asymmetry, (7) gives r(δ) = r(−δ) in the planar mount, which is used throughout this section. If the response is smooth in δ, its expansion has no linear term:

R(δ) = R(0) + ½R″(0)δ² + …  (9)

The size of the lean is therefore measurable in principle, given a model of everything else.

The example is a resist grating on silicon at photon energy 3.0 eV (wavelength 413.3 nm), incidence 65 degrees, pitch 300 nm, line width 150 nm and height 240 nm. The top is displaced by 20 nm relative to the bottom, a lean of arctan(20/240) = 4.8 degrees. The refractive indices, 1.65 + 0.02i for resist and 5.2 + 0.3i for silicon, are rough typical values.

In s light the specular reflectance is 0.4946 for either lean and 0.5008 for the upright line, a change of −0.0062. In p light it is 0.0588 for either lean and 0.0598 upright, a change of −0.0010. Doubling a lean of 1 nm to 2 nm multiplies the change by 4.00 in both polarizations, as (9) requires.

An error in the resist index competes with this even signal. With all else fixed, raising the real index by 0.01 changes R by +0.0026 in s and −0.0020 in p. An index error of about −0.024, extrapolated linearly, would imitate the lean in s. In p it would give about +0.0048, whereas the lean gives −0.0010. Using both polarizations separates these two causes, but it does not supply the sign.

**7. What distinguishes left from right**

*A diffracted order.* Order −1 has sine 0.906 − 413.3/300 = −0.471 and leaves at −28.1 degrees. The efficiencies for right and left lean are 0.0960 and 0.0947 in s, and 0.0671 and 0.0711 in p. Relative to their means, right minus left is +1.4% in s and −5.8% in p. The real-space calculation for the right lean in s gives 0.0963 for this order and 0.4947 for the specular one, so the small s contrast should not be read beyond its leading digit.

The power entering the wafer is not protected either. In s it is 0.3147 for right lean and 0.3188 for left, as fractions of the incident power. Equal specular reflectance does not mean equal exposure of what lies beneath.

*A second, known asymmetry.* Relation (7) mirrors the whole profile. Put a foot 30 nm wide and 30 nm high on the right side of the line, and keep it there while the lean is reversed. The two profiles are no longer mirror images. The s reflectance is then 0.4884 for right lean and 0.4859 for left, and the p reflectance is 0.0494 and 0.0481. If the foot moves to the other side, (7) exchanges the two values in each pair. The sign of the lean is thus found relative to the foot, and it is known absolutely only if the side of the foot is known.

*Cross-polarization.* Outside the planar mount the transpose in (7) matters: r_ps and r_sp exchange between the two leans, while r_ss and r_pp stay the same. The unpolarized reflectance, half the sum of the four squared moduli, also stays the same.

The cleanest case has the plane of incidence along the lines. Reflection x → −x then leaves k unchanged, turns P into MP and reverses s, so

r_ps(MP) = −r_ps(P).  (10)

The upright line gives zero, and the signal is odd in the lean. Here r_ps = ±(0.00168 − 0.00973i), with the upper sign for right lean, and r_ss = −0.6936 − 0.2749i. Between perfectly crossed polarizers the intensity |r_ps|² is the same for both leans. Turn the analyzer by α from the crossed position, towards s. The transmitted intensity is

I = |r_ps cosα + r_ss sinα|²,

and the two leans differ by

I(right) − I(left) = 4 sinα cosα Re(r_ps r_ss*).  (11)

The real part is (0.00168)(−0.6936) + (−0.00973)(−0.2749) = 0.00151. For α = 10 degrees, 4 sinα cosα = 0.684, and the difference is 0.00103 of the incident intensity. The full calculation gives 0.01740 and 0.01637, a contrast of 6% relative to their mean. The sign is carried by interference with r_ss.

**8. Weighing the departures from the ideal mount**

*Azimuth error.* If s light falls on a grating rotated slightly by φ, and all specular light is collected, the reflectance difference between right and left lean is |r_ps|² − |r_sp|². Reflection in y makes both elements odd in φ, so the difference starts as φ². It is about 4×10⁻⁷ at 0.5 degree and 1.5×10⁻⁶ at 1 degree. This is negligible beside the even change of 0.0062.

*A focused beam.* For numerical aperture 0.1, a ray at the rim with θ still 65 degrees has azimuth arcsin(0.1/0.906) = 6.3 degrees. The difference there is 6×10⁻⁵, for light that is s-polarized relative to that ray's own plane of incidence. A lens fed with uniform linear polarization mixes some p into such rays. That adds interference terms of the same order in φ. With them the difference at this ray rises to about 2×10⁻⁴, three times larger but still small beside the even change of 0.0062.

*Angle error.* Suppose reflectances at opposite angles are compared, but a stage offset makes them 65.05 and −64.95 degrees. A false difference of 2.0×10⁻³ appears in s and −5×10⁻⁴ in p. The s value exceeds the left–right difference in order −1, which is about 1.2×10⁻³ when converged. In this example angle error is by far the largest source of apparent asymmetry among those sized here, and it comes from the slope of R(θ), not from a failure of (6).

*Finite target.* A beam is a superposition of plane waves, and each specular component obeys (7). A target 50 µm long spreads the specular order by roughly 413.3/(50000 cosθ) radians, or 1.1 degrees, and order −1, which leaves less obliquely, by less. Orders 0 and −1 are 93 degrees apart, so they are well separated. The ends do break periodicity. Two end periods make up 1.2% of the target, which indicates the scale of their weight but is not a bound on their effect.

*Numerical description.* Replacing 8 slabs by 16 in the sloping sidewall changes R by 4×10⁻⁵ at most, and raising the number of Fourier orders from 17 to 27 changes it by a similar amount. The small left–right signals are more sensitive. With 24 slabs and 29 Fourier orders the contrasts in order −1 become +1.25% in s and −5.9% in p, and r_ps along the lines becomes ±(0.00156 − 0.00952i), so the last two digits quoted for r_ps in section 7 are not converged. In the limit of a smooth sidewall and many orders the contrasts are +1.2% and −5.9%, r_ps is ±(0.00154 − 0.00961i), the analyzer intensities of section 7 are 0.01741 and 0.01633 (difference 0.00108 instead of 0.00103), and the s power entering the wafer is 0.3148 and 0.3187. With the foot of section 7 present, a finer description moves the reflectances by up to 1×10⁻⁴, so their last digit is uncertain by one. These errors affect the values, not the equality of the specular reflectances of the two leans in the planar mount.

*Magnetization.* This attacks reciprocity itself. With ε_xz = ig and ε_zx = −ig, the bracket in (3) becomes 2ig(E1x E2z − E1z E2x), which need not vanish. A flat surface shows the consequence. Let ε be its diagonal permittivity, and measure wavevectors in units of k0. For p light (1) gives D_x = qH_y and D_z = −sinθ H_y. Inverting the tensor,

E_x/H_y = Z = (εq + ig sinθ)/(ε² − g²),  q² = (ε² − g²)/ε − sin²θ.

Continuity with air, where this ratio is cosθ(1 + r_p)/(1 − r_p), gives r_p = (Z − cosθ)/(Z + cosθ). The term ig sinθ changes sign with θ. For flat silicon with an assumed g = 0.1, R_p is 0.14647 at +65 degrees and 0.14658 at −65 degrees. In the Earth's field, roughly 5×10⁻⁵ T, a single-oscillator estimate with a resonance near 3.4 eV gives g of order 10⁻⁷ and an amplitude difference of order 10⁻⁹. For resist on silicon reciprocity is a safe assumption; for magnetized films it must be checked.

**9. Relation to a real measurement**

The dimensions and indices are in the regime of optical scatterometry on resist lines. The 20 nm displacement is deliberately large, so that its effects are easy to read. A real stack may have an antireflective layer under the resist, and its indices vary with photon energy. Both change the reflectances quoted here, by amounts not computed, but neither affects (7), or the absence of s–p mixing in the planar mount, as long as the layers are uniform along y, linear, reciprocal and optically isotropic. A uniform birefringent layer with its axis in the wafer plane but oblique to the lines is still reciprocal and is unchanged by the half turn, so (7) survives. Yet it breaks the reflection used in section 3 and mixes s and p even in the planar mount. The transpose in (7) then matters there, and the two leans can differ. Roughness along the lines breaks the reflection used in section 3 locally, and its effect is not sized here. In an optical reflection measurement, the direction of lean can be found from a diffracted order, from a known reference asymmetry, or from a specular signal taken with polarized light away from the planar mount. With the plane of incidence along the lines the sign appears only through interference of r_ps or r_sp with r_ss or r_pp. An analyzer provides it, as in (11). So does incident light that mixes s and p, with no analyzer: the total specular power for right and left lean is about 0.371 and 0.368 for a = (1, 1)/√2, and 0.374 and 0.365 for a = (1, i)/√2. At intermediate azimuths |r_ps|² and |r_sp|² can differ, as in section 8, so even pure s or p incidence without an analyzer carries the sign, though weakly near the planar mount. The numerical output below lists most of the values used; the lens value, the convergence figures for the left–right signals and the foot, and the mixed-polarization powers are not among them.

Numbers as computed

```
photon energy 3.0 eV, wavelength 413.3 nm
pitch 300, width 150, height 240, lean 20 nm
lean angle 4.76 deg, incidence 65 deg
rough index: resist 1.65+0.02j, silicon 5.2+0.3j
order -1 leaves at -28.1 deg
energy balance error, lossless, azimuth 35 deg: 2e-15
irregular profiles, max |r(-k)-r(k)^T|: 2e-14
irregular profiles, max |r_mirror-r^T|: 2e-14
planar: max of |r(-k)-r(k)| and s-p mixing: 2e-14
random pixels, |r0(+)-r0(-)|, real-space solver: 7e-15
first-order formula, relative error, order 0: 8.3e-04
first-order formula, relative error, order -1: 3.4e-04
unevenness of weight in x, order 0: 4e-14
unevenness of weight in x, order -1: 1.129
s: specular R, right/left/upright: 0.494644 0.494644 0.500813
s: order -1 efficiency, right/left: 0.096017 0.094663
s: power into wafer, right/left: 0.314670 0.318750
s: R change ratio, lean 2 nm over 1 nm: 4.000
s: R change for resist index +0.01: +0.002569
s: R with 30 nm right foot, lean right/left: 0.488383 0.485891
s: false R(+)-R(-), stage error 0.05 deg: +2.01e-03
p: specular R, right/left/upright: 0.058825 0.058825 0.059793
p: order -1 efficiency, right/left: 0.067117 0.071109
p: power into wafer, right/left: 0.759873 0.758249
p: R change ratio, lean 2 nm over 1 nm: 3.999
p: R change for resist index +0.01: -0.001987
p: R with 30 nm right foot, lean right/left: 0.049413 0.048074
p: false R(+)-R(-), stage error 0.05 deg: -5.07e-04
real-space solver, s, right lean: R 0.4947, order -1 0.0963
along lines: r_ps right 0.00168-0.00973j, left -0.00168+0.00973j
along lines: r_ss -0.69361-0.27489j, upright |r_ps| 2e-15
along lines: r_ps ratio, lean 2 nm over 1 nm: 2.000
analyzer 10 deg from crossed, right/left: 0.017396 0.016365
s-in R(right)-R(left), azimuth 0.5 deg: +3.64e-07
same, azimuth 1 deg: +1.46e-06, ratio 4.002
same, azimuth 6.3 deg (edge of aperture 0.1): +5.98e-05
target 50000 nm: angular spread 1.12 deg
angle between orders 0 and -1: 93.1 deg
two end periods as share of target: 0.012
R change, 16 instead of 8 slabs: 4.2e-05
R change, 27 instead of 17 Fourier orders: 4.5e-05
gyrotropy 0.1, flat silicon: R_p(+) 0.146468, R_p(-) 0.146577
Earth field 5e-05 T: gyrotropy about 2e-07
Earth field: |r_p(+)-r_p(-)| about 1e-09
```
